Bethe stopping of electrons in a resist from Born scattering

## First half: Born scattering, the sum rule and the mean excitation energy

A beam electron of mass m, speed v and energy E = mv²/2 crosses a resist that holds n electrons per unit volume. The quantity sought is the stopping power S, the mean energy lost per unit path length. Let e² stand for the squared elementary charge divided by 4πε₀, so that e² is an energy times a length. If the coupling between the beam electron and the resist is treated to first order, each transition amplitude carries one factor e² and each probability carries e⁴. The combination e⁴/E is an energy times an area, and multiplying it by n gives an energy per length. The form of the answer is therefore

S = (2πn e⁴/E) L,

where the factor 2π is a convention and the stopping number L is dimensionless. It can depend on E only through the ratios of E to energies that belong to the resist.

Scale invariance says more. The Coulomb law contains no length, and for a free electron at rest it gives a cross section for energy loss W proportional to dW/W². The mean loss then involves ∫ W dW/W² = ∫ dW/W, to which every factor of ten in W contributes equally. The integral has no finite value until something cuts it off at both ends. The upper cut must be proportional to E, the one energy available in a collision with a free electron. The lower cut must come from the binding of the electrons, though it may depend on E as well. Hence L should grow as a logarithm of E over some energy of the resist. The derivation has to find that energy, the number that multiplies E, and the factor in front of the logarithm.

Atomic units are used from here on: ħ = m = e² = 1, energies are in hartree and lengths in bohr. The beam electron has wave vector k before and k′ after the collision, with k = v and E = k²/2. The speed is taken to be small compared with that of light and large compared with the atomic unit of speed, as the first-order treatment requires. For the moment the beam electron is regarded as distinguishable from those of the target.

The target has Z electrons at positions r_j, a ground state |0⟩ and excited states |s⟩ lying higher by W_s. The interaction is the sum of 1/|r − r_j| over the electrons, plus the attraction of the nuclei. With the nuclei held fixed, their term does not act on the electron coordinates r_j, and so it has no matrix element between the orthogonal states |0⟩ and |s⟩. It deflects the beam but does not excite the electrons in this order.

Let q = k − k′ be the momentum transferred. The plane waves require the Fourier transform of the Coulomb potential. With a convergence factor exp(−κs), and with the angular integral 4π sin(qs)/(qs), it is

∫ d³s exp(iq·s) exp(−κs)/s = (4π/q) ∫₀^∞ exp(−κs) sin(qs) ds = 4π/(q² + κ²),

which becomes 4π/q² as κ → 0. Shifting the origin to r_j supplies a phase exp(iq·r_j). In a normalization volume Ω the matrix element is thus

M_s = (4π/Ωq²) F_s(q),  F_s(q) = ⟨s| Σ_j exp(iq·r_j) |0⟩.

The golden rule gives the rate 2π|M_s|² δ(E − k′²/2 − W_s), summed over final wave vectors. These have density Ω k′² dk′ dω/(2π)³, where dω is the element of solid angle. The delta function turns k′² dk′ into k′, because the energy k′²/2 changes by k′ dk′. The rate into dω is

2π · (16π²/Ω²q⁴) |F_s|² · Ωk′ dω/(8π³) = 4k′|F_s|² dω/(Ωq⁴).

Division by the incident flux k/Ω gives the cross section

dσ_s = 4 (k′/k) |F_s|² dω/q⁴.

A resist is amorphous, so |F_s|² is averaged over target orientations and depends on the length of q alone. From q² = k² + k′² − 2kk′ cos θ follows q dq = kk′ sin θ dθ, and the solid angle of a ring is dω = 2π q dq/(kk′). It is convenient to use the recoil energy Q = q²/2, the energy that a free electron at rest would take up with momentum q. Then dQ = q dq and dq/q³ = dQ/(4Q²), so that

dσ_s = (8π/k²) |F_s|² dq/q³ = (2π/v²) |F_s|² dQ/Q² = (π/E) |F_s|² dQ/Q².

For a free electron at rest |F|² is unity and the loss W equals Q. The formula then reads dσ = (π/E) dW/W², which is Rutherford's law. The same law holds in classical mechanics, and this allows the prefactor to be seen at work. Take two electrons repelling each other, one initially at rest and the other approaching from 20,000 bohr at speed 2, and integrate their equation of motion numerically. Impact parameters of 1 and 3 bohr bound a ring of area π(9 − 1) = 25.133 bohr². Inserting the two computed energy transfers as limits in Rutherford's law gives 25.134 bohr². The relative difference, about 5 parts in 100,000, is of the size of the initial potential energy compared with the kinetic energy of relative motion.

The stopping power is n/Z times the sum of W_s σ_s. Comparison with the definition of L gives

2L = (1/Z) Σ_s ∫ f_s(Q) dQ/Q,  f_s(Q) = W_s |F_s|²/Q.

The quantities f_s(Q) are the generalized oscillator strengths. The limits of the integral follow from energy conservation. The smallest momentum transfer belongs to forward scattering, and since k² − k′² = 2W_s it is

q_min = k − k′ = 2W_s/(k + k′).

For W_s ≪ E one has k + k′ ≈ 2k(1 − W_s/4E), and therefore

Q_min = q_min²/2 ≈ (W_s²/4E)(1 + W_s/2E).

Even the gentlest collision that delivers W_s must transfer some momentum. This is the lower cut that the scale argument called for, and it differs from state to state.

The sum over states is controlled by a sum rule. Let ρ = Σ_j exp(iq·r_j) and let H be the target Hamiltonian with ground-state energy E₀. Inserting a complete set of states gives

A(q) = Σ_s W_s |F_s(q)|² = ⟨0| ρ†(H − E₀)ρ |0⟩ = ⟨0| ρ†[H, ρ] |0⟩,

because (H − E₀)|0⟩ = 0. For −q the operators ρ and ρ† change places. Since ⟨0|[H, ρ] = −⟨0|ρ(H − E₀), the corresponding sum is

A(−q) = ⟨0| ρ(H − E₀)ρ† |0⟩ = −⟨0| [H, ρ]ρ† |0⟩.

The orientation average makes A(q) and A(−q) equal, so each is half their sum:

A = ½ ⟨0| [ρ†, [H, ρ]] |0⟩.

Suppose now that all potentials in H are local, that is, functions of the positions. They commute with ρ, and this includes the repulsion between the electrons. What remains is the kinetic energy. Moving exp(iq·r) to the left past p replaces p by p + q, hence

[p²/2, exp(iq·r)] = exp(iq·r) (q·p + q²/2).

In the outer commutator, terms belonging to different electrons vanish. For one and the same electron,

(q·p + q²/2) − exp(iq·r)(q·p + q²/2)exp(−iq·r) = (q·p + q²/2) − (q·p − q² + q²/2) = q².

There are Z such terms, so A = Zq²/2 = ZQ, and

Σ_s f_s(Q) = Z for every Q.

Correlation between the electrons moves strength from one state to another but leaves the total unchanged. A small system shows this. Two electrons in one dimension are placed in the well x²/2 + 0.1x⁴ with repulsion 1/√((x₁ − x₂)² + 1), and the Hamiltonian is diagonalized in a sinc basis of 30 points per coordinate. At q = 0.5, 1 and 2 per bohr the sum over all states comes out as 2.000000 each time. The locality of the potentials is essential. For one electron in the same well the sum at q = 1 is 1.000000. If the attractive nonlocal operator −|g⟩⟨g| is added, with g a normalized Gaussian proportional to exp(−x²/2), the sum becomes 1.741, since this operator does not commute with ρ.

At small q the exponential may be expanded. The term 1 drops out by orthogonality, leaving F_s ≈ iq·⟨s|Σ_j r_j|0⟩. With x_s the matrix element of the total position along q, and |x_s|² averaged over orientations,

f_s(0) = W_s q²|x_s|²/(q²/2) = 2W_s|x_s|² ≡ f_s,  Σ_s f_s = Z.

These are the dipole oscillator strengths, which also govern the absorption of light by an isolated target.

Now restrict the recoil to Q < Q_c, where Q_c is much larger than the binding energies but much smaller than E. Choose in addition a small Q₀, below which the dipole limit holds for all states that carry appreciable dipole strength. At large E the lower limits Q_min of those states lie below Q₀. The integral for the soft collisions splits there:

2ZL_soft = Σ_s f_s ln(Q₀/Q_min,s) + ∫ from Q₀ to Q_c of [Σ_s f_s(Q)] dQ/Q.

In the second term the limits no longer depend on the state, so the sum may be taken first, and the sum rule gives Z ln(Q_c/Q₀). In the first term Σ_s f_s = Z makes ln Q₀ appear with the factor Z, and it cancels. With Q_min,s = W_s²/4E,

2ZL_soft = Σ_s f_s ln(4EQ_c/W_s²) = Z ln(4EQ_c/I²),

ln I = (1/Z) Σ_s f_s ln W_s.

This defines the mean excitation energy I. All details of the target have collapsed into one number, because the state enters through its lower limit alone, and there under a logarithm. The mean is geometric for the same reason.

For Q > Q_c binding is negligible, W equals Q, and a distinguishable electron can lose at most E. The hard part is then 2L_hard = ln(E/Q_c), so that

2L = ln(4EQ_c/I²) + ln(E/Q_c) = 2 ln(2E/I),  L = ln(2E/I).

For a heavy particle of unit charge the cross section keeps the form (2π/v²)|F_s|² dQ/Q² and Q_min is W_s²/2v². A head-on collision gives the electron the speed 2v and hence the energy 2v². The same addition yields L = ln(2v²/I) with the prefactor 4πn/v². In both cases the argument of the logarithm is √(2v²W_max)/I, with W_max the largest loss in a single collision: v²/2 for the distinguishable electron and 2v² for the heavy particle.

How fast the logarithm is approached can be seen where all F_s are known. Let one electron be bound harmonically with quanta of 1 hartree along z and 4 hartree along x and y, and average over orientations. Along an axis with quantum w, the operator exp(iqx) turns the ground state into a coherent state, and j quanta are excited with the Poisson probability exp(−λ)λ^j/j!, where λ = q²/2w. The dipole strength is 1/3 at 1 hartree and 2/3 at 4 hartree, so I = 4^(2/3) = 2.520 hartree. The Born sum can be carried out over all levels below E with the unapproximated limits of q, the Q integrals being incomplete gamma functions and the orientation average a 32-point Gauss quadrature. It gives L = 2.784, 4.333 and 5.751 at E = 25, 100 and 400 hartree. The formula ln(2E/I) gives 2.988, 4.374 and 5.760. The excess of the formula falls from 0.204 to 0.041 and 0.010, roughly as 1/E. An arithmetic mean of the quanta, 3 hartree, would put the logarithm at 5.586 for the highest energy, well away from the sum.

## Second half: exchange, dense matter and a model resist

The first half used atomic units and the following symbols. The beam energy is E = v²/2, W is the energy loss, Q = q²/2 is the recoil energy for momentum transfer q, and n is the electron density. The stopping power is S = (2πn/E)L. A target with Z electrons is excited to state s, at energy W_s, with amplitude F_s(q) = ⟨s|Σ_j exp(iq·r_j)|0⟩. Its generalized oscillator strengths f_s = W_s|F_s|²/Q add up to Z at every Q. Collisions with recoil below Q_c, chosen far above the binding energies and far below E, contribute

2L_soft = ln(4EQ_c/I²),  ln I = (1/Z) Σ_s f_s ln W_s,

the strengths in the second formula being those of the dipole limit Q → 0. For a distinguishable electron the hard collisions completed this to L = ln(2E/I).

The beam electron is in fact identical with the electrons it strikes. In a hard collision both are effectively free, one of them initially at rest. Afterwards one has energy W and the other E − W. The direct amplitude is proportional to 1/q², hence to 1/W. In the exchanged process the struck electron leaves with E − W, and the amplitude is proportional to 1/(E − W), with the same factor. Call the two a = 1/W and b = 1/(E − W). A singlet pair has a symmetric spatial state and the amplitude a + b; a triplet pair has an antisymmetric one and the amplitude a − b. With random spins the weights are 1/4 and 3/4:

¼(a + b)² + ¾(a − b)² = a² + b² − ab.

Rutherford's law (π/E) dW/W² is thereby replaced by

dσ/dW = (π/E) [1/W² + 1/(E − W)² − 1/(W(E − W))].

The two outgoing electrons cannot be told apart, so a convention is needed to say what the loss is. The faster one is called the primary. Then W runs up to E/2, and every pair of outgoing energies is counted once. This convention belongs to the result: a different one would change the number inside the logarithm.

The energy-weighted bracket is

1/W + W/(E − W)² − 1/(E − W) = 1/W + E/(E − W)² − 2/(E − W),

where W = E − (E − W) was used in the middle term. An antiderivative is ln W + E/(E − W) + 2 ln(E − W). At the upper limit W = E/2 it equals ln(E/2) + 2 + 2 ln(E/2). At the lower limit Q_c ≪ E it is ln Q_c + 1 + 2 ln E, apart from terms of order Q_c/E. The difference is

2L_hard = ln(E/2Q_c) + 1 − 2 ln 2 = ln(E/8Q_c) + 1.

In soft collisions the exchanged amplitude is smaller than the direct one by a factor of order Q/E, so exchange can be dropped there to leading order. Adding the two parts gives

2L = ln(4EQ_c/I²) + ln(E/8Q_c) + 1 = ln(exp(1) E²/2I²).

The dividing line Q_c has disappeared. With e² restored,

S = (2πn e⁴/E) ln(C E/I),  C = √(exp(1)/2) = 1.1658.

Compared with the distinguishable case, the factor 2 in the logarithm has become 1.1658, and L has dropped by ln(2/1.1658) = 0.540. The drop has two sources. Without interference, the term −ab would be missing and 2L_hard would be ln(E/4Q_c) + 1. Relative to ln(E/Q_c) this is a change of 1 − 2 ln 2 = −0.386, which comes from calling the faster electron the primary. Interference subtracts a further ln 2 = 0.693. Half of each, 0.193 and 0.347, adds up to the drop in L.

The anisotropic oscillator of the first half, with quanta of 1 and 4 hartree and I = 2.520 hartree, shows how the parts fit together. At E = 100,000 hartree the explicit Born sum over levels, restricted to Q < 20 hartree, gives 7.0233. Numerical integration of the singlet and triplet cross sections from 20 hartree to E/2 gives 3.7190. With the division at 40 hartree the parts are 7.3698 and 3.3725. The totals, rounded after the addition, are 10.7422 and 10.7423, and the formula gives ln(1.1658 × 100,000/2.520) = 10.742. Doubling Q_c shifts ½ ln 2 = 0.347 from one part to the other.

So far the target could have been a single atom or molecule. In a resist the electrons of neighbouring molecules respond together, so the target must be the whole volume V with its nV electrons. The sum rule and the hard collisions carry over unchanged, but the dipole limit needs care, since exp(iq·r) cannot be expanded across a large volume. Its place is taken by a range of q in which 1/q is long compared with molecular distances and short compared with the size of the sample. There the strength per electron in a small interval of W no longer depends appreciably on q. For core losses, which are nearly those of single atoms, it is enough that 1/q be long compared with the core orbital. If E is large enough for the lower limits of q to meet these conditions, the integral over soft collisions goes through as before. (For still smaller q the surface of the sample would matter, and the strengths would depend on its shape.) What is needed is the density of this long-wavelength strength per electron,

g(W) = (1/nV) Σ_s f_s δ(W − W_s),  ∫ g(W) dW = 1,  ln I = ∫ g(W) ln W dW.

It can be expressed through the dielectric function ε. Apply to the electrons a weak external potential energy 2A cos(q·r − Wt). Its two exponentials each have amplitude A, and the golden rule gives the absorbed power

P = 2πA² W Σ_s |F_s|² δ(W − W_s).

The same power can be found from the macroscopic response. The total potential is the external one divided by ε. The difference between the two is produced by the induced electron density, which is related to its potential by the factor 4π/q². The complex amplitude of the induced density is therefore (q²/4π)(1/ε − 1)A, and in real form, with θ = q·r − Wt,

n_ind = 2A (q²/4π) [Re(1/ε − 1) cos θ − Im(1/ε) sin θ].

The mean rate at which the external agent does work is the average of n_ind times the time derivative of the potential, which is 2AW sin θ. The cosine term averages to zero and sin²θ to one half, so

P = V A² W (q²/2π) Im(−1/ε).

Equating the two expressions for P gives

Σ_s |F_s|² δ(W − W_s) = (V q²/4π²) Im(−1/ε).

Multiplication by W/Q = 2W/q² and division by nV yields g. With the plasma energy defined by W_p² = 4πn, or ħ²ne²/(ε₀m) in ordinary units when e denotes the elementary charge itself, the limit q → 0, taken after the volume has been made large, is

g(W) = (2W/πW_p²) Im[−1/ε(W)].

The quantity Im(−1/ε) is the loss function. Light is absorbed according to Im ε, but a passing charge acts as an external source whose field the medium screens. The difference is plain for a sharp resonance at W₀ that holds all the strength. From

ε = 1 + W_p²/(W₀² − W²)

one finds

1/ε = (W₀² − W²)/(W₀² + W_p² − W²).

The loss occurs at √(W₀² + W_p²), not at W₀. The electrons pushed aside by the charge repel one another, and this stiffens their common motion. A value of I assembled from the spectra of free molecules takes no account of this common response of neighbouring molecules. W₀ is, however, the absorption peak of the condensed medium and not the resonance W_m of the free molecule. With the Lorentz local field W₀² = W_m² − W_p²/3, and the loss lies at √(W_m² + 2W_p²/3), so the shift from free molecule to solid is smaller than the shift from Im ε to the loss function. One assembled from the spectra of free atoms also lacks the changes that bonding makes in the valence spectrum.

A model with round parameters shows the sizes involved. Let the resist have 400 electrons per nm³. Three quarters of the oscillator strength belong to a valence resonance at 15 eV with a width of 10 eV, and one quarter to a core resonance at 500 eV with a width of 100 eV. Its dielectric function is the Lorentz form

ε = 1 + Σ_i φ_i W_p²/(W_i² − W² − iγ_i W),

with fractions φ_i, resonance energies W_i and widths γ_i. The density gives W_p = 23.5 eV. Integration of g(W) ln W on a fine logarithmic grid gives I = 68.2 eV. If Im ε is put in place of the loss function, the same integration gives 51.8 eV.

Part of this I is due to the widths. Without them the valence loss would lie near √(15² + 0.75 × 23.5²) = 25.3 eV, while the core would stay close to 500 eV. The mean would be about exp(0.75 ln 25.3 + 0.25 ln 500) = 53 eV. With constant widths g falls off at large W only as 2γ/(πW²), where γ = 0.75 × 10 + 0.25 × 100 = 32.5 eV is the mean width. This slow tail is a property of the model. It puts about 0.2% of the strength above 10 keV, where no 10 keV electron can reach it. For a real resist g should come from a loss function known over the whole range, core edges included.

At E = 10 keV, with e² = 1.440 eV nm, the prefactor is

2πn e⁴/E = 2π × 400 × 1.440²/10,000 = 0.521 eV/nm,

and the stopping number is

L = ln(1.1658 × 10,000/68.2) = 5.14.

The stopping power is therefore

S = 0.521 × 5.14 = 2.68 eV/nm = 4.29 × 10⁻¹⁰ J/m.

At 5 keV it is 4.64 eV/nm and at 20 keV 1.52 eV/nm. Halving the energy doubles the prefactor but lowers L by ln 2, so from 10 to 5 keV S grows by a factor of 1.73 instead of 2.

A film 100 nm thick takes on average 268 eV from a 10 keV electron that crosses it once in a straight line. This is 2.7% of the beam energy, little enough for S to be treated as constant across the film. A dose of 100 µC/cm² corresponds to 6.24 electrons per nm², and the primaries lose

6.24 × 2.68 = 16.7 eV/nm³.

This is energy lost by primaries on one straight pass. It is not the energy deposited at the same place. Secondary electrons carry part of it away, and electrons scattered back from the substrate pass through the film again.

The dependence on I is weak. A change of I by a factor c alters L by −ln c, so a value 10% higher lowers S at 10 keV by 0.0953/5.14 = 1.9%. The incorrect value from Im ε would raise S by ln(68.21/51.83)/5.141 = 5.3%. Within this description a modest chemical change of the resist has little effect on the mean energy loss, provided that the electron density n stays the same; S is proportional to n. If all valence loss energies rose by 10%, ln I would rise by 0.75 × 0.0953 = 0.071 and S would fall by 1.4%.

At a given beam energy well above all shells that carry appreciable strength, n and I together fix the mean loss, but not the other properties of the energy-loss process. For resists with heavy atoms, whose inner shells lie at several keV, this condition is not met at 10 keV. The number of collisions per path length contains |F_s|² without the factor W_s, and in the soft region it is weighted by f_s/W_s, which favours low excitations. The mean square loss contains W² dW/W² = dW and is dominated by the hardest collisions. Two resists with the same n and I can therefore differ in the density of ionizations that drive their chemistry, although a fast electron loses energy in both at the same mean rate.

The formula also has limits in energy. Towards high energies relativity enters. At 10 keV the ratio of mv²/2 to the true kinetic energy is 0.971, and at 20 keV it is 0.944. Since the prefactor comes from 1/v², it is too small by about 3% at 10 keV and 6% at 20 keV. The logarithm has relativistic corrections of its own, so these figures give the size of the error and are not a complete correction. For this resist the relativistic Bethe formula lies above the present one by 2.7% at 10 keV and 5.4% at 20 keV, but by 14% at 50 keV and 29% at 100 keV, where the nonrelativistic form should not be used.

Towards low energies the core electrons cease to take part as the derivation assumed. In the oscillator of the first half, ln(2E/I) exceeded the Born sum by 7% when E was about six times the larger quantum, and by 1% when it was 25 times. In the model resist 5 keV is ten times the core resonance, and the core holds a quarter of the strength instead of two thirds. Scaling the oscillator's excess of 0.204 as 1/E and with the strength gives 0.204 × (6.25/10) × (0.25/0.667) = 0.048, about 1% of L. This is only an estimate of the order of size, since the oscillator does not fix the value for the resist and the comparison leaves out exchange.

At still lower energies the expression loses its meaning. The derivative of ln(CE/I)/E vanishes where the logarithm equals 1, at E = exp(1) I/C = 159 eV for this resist. That maximum lies below the core resonance, outside the region where the formula was derived. Below I/C, about 59 eV, the expression would even make S negative. Slow secondary electrons, which have energies in this range, require at least the loss function at finite q together with a treatment of exchange that does not rest on E being large. At such speeds the first-order treatment itself also becomes doubtful.
